# Net Electromigration Force on an Ion in Copper

## Problem

A copper conductor carries a current density of 1 megaampere per square centimetre. Take its resistivity as the round value 2 microohm centimetre. An ion in the metal has effective valence $Z^*=-5$.

**(a)** Calculate the net electromigration force on the ion and state its direction.

**(b)** The ion core is positively charged, yet its effective valence is negative. Explain this with a free-electron model, and find the transport cross-section the ion must have. Take a conduction-electron density $n=8\times10^{28}\ \mathrm{m^{-3}}$, a rough size for copper with one conduction electron per atom, and a direct valence $Z_d=+1$.

**(c)** Compare the work done by the force over one atomic hop with the thermal energy. Use the round model values $a=0.25$ nm for the hop length, $B=0.8$ eV for the barrier and $T=500$ K.

## Solution

### Conventions

The $z$ axis points along the conventional current, so $j>0$. The symbol $e$ denotes the positive elementary charge, and an electron has charge $-e$. A negative force component therefore points against the current. SI units are used, with energies in electronvolts.

The metal is taken as locally uniform and isotropic, and the force as linear in the electric field. Forces due to gradients of stress, temperature or concentration are separate contributions and are not included.

### (a) The net force

The field acts on the ion in two ways. It pulls on the ion's charge, which gives the direct force, and it drives a current of electrons that scatter from the ion and transfer momentum to it, which gives the wind force. Both are proportional to the field $E$ in the linear regime, so each can be written as a number times $eE$:

$$
F=F_d+F_w=Z_d\,eE+Z_w\,eE=(Z_d+Z_w)\,eE .
$$

The effective valence is defined as the sum $Z^*=Z_d+Z_w$. Since $Z^*=-5$ already contains both parts, no further direct force is to be added. Ohm's law, $E=\rho j$, then gives

$$
F=Z^*e\rho j .
$$

The data in SI units are

$$
j=\frac{10^6\ \mathrm{A}}{10^{-4}\ \mathrm{m^2}}=10^{10}\ \mathrm{A/m^2},
\qquad
\rho=(2\times10^{-6}\ \Omega)(10^{-2}\ \mathrm{m})=2\times10^{-8}\ \Omega\,\mathrm{m}.
$$

The field is

$$
E=(2\times10^{-8})(10^{10})\ \mathrm{V/m}=200\ \mathrm{V/m},
$$

and the force is

$$
F=(-5)(1.602\times10^{-19}\ \mathrm{C})(200\ \mathrm{V/m})
=-1.6\times10^{-16}\ \mathrm{N}.
$$

Dividing by $e$ converts this to $-1000$ eV/m. The force has magnitude $1.6\times10^{-16}$ N and points against the conventional current, that is, along the electron flow. Reversing the current reverses the force.

### (b) Why the effective valence is negative

**The electron drift.** Between collisions an electron of mass $m$ obeys $m\,dv_z/dt=-eE$. Suppose that collisions randomize its direction, so that the mean velocity just after a collision is zero, and that they occur at a constant rate $1/\tau$. The time $t$ since the last collision then has the probability density $e^{-t/\tau}/\tau$. Its mean follows from integration by parts:

$$
\int_0^\infty t\,\frac{e^{-t/\tau}}{\tau}\,dt
=\left[-t\,e^{-t/\tau}\right]_0^\infty+\int_0^\infty e^{-t/\tau}\,dt
=0+\tau .
$$

The drift velocity is the acceleration multiplied by this mean time,

$$
v_d=-\frac{eE\tau}{m}.
$$

The current density is charge times density times drift velocity:

$$
j=-nev_d=\frac{ne^2\tau}{m}E .
$$

Comparison with $E=\rho j$ gives

$$
\rho=\frac{m}{ne^2\tau},\qquad \tau=\frac{m}{ne^2\rho}.
$$

**The electron distribution.** Let $f(\mathbf k)$ be the occupation of the state with wavevector $\mathbf k$, and $f_0$ its equilibrium value. The field changes $k_z$ at the rate $-eE/\hbar$, while collisions return $f$ to $f_0$ in the time $\tau$. In the steady state the two effects balance:

$$
-\frac{eE}{\hbar}\frac{\partial f}{\partial k_z}=-\frac{f-f_0}{\tau}.
$$

To first order in $E$, $f$ may be replaced by $f_0$ in the derivative. Solving for $f$ gives

$$
f=f_0+\frac{eE\tau}{\hbar}\frac{\partial f_0}{\partial k_z}
=f_0-q\frac{\partial f_0}{\partial k_z},
\qquad q=-\frac{eE\tau}{\hbar}=\frac{mv_d}{\hbar}.
$$

This is the first-order expansion of $f_0$ displaced by $q$ along $z$. The Fermi sphere is shifted against the field.

**Momentum given to the ion.** An electron scattered from $\mathbf k$ to $\mathbf k'$ gives the ion the momentum $\hbar(\mathbf k-\mathbf k')$. The ion is heavy, so the scattering is treated as elastic and $k'=k$.

The Pauli principle multiplies each scattering rate by $f(\mathbf k)[1-f(\mathbf k')]$. The product term $f(\mathbf k)f(\mathbf k')$ is unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged. So is the elastic scattering probability, which here depends on the energy and the scattering angle. The momentum transfer changes sign under the exchange. The product term therefore cancels in the sum over all pairs, and $f(\mathbf k)$ alone remains.

Let $\theta$ be the scattering angle and $d\sigma/d\Omega$ the differential cross-section. The part of $\mathbf k'$ perpendicular to $\mathbf k$ averages to zero over the azimuth, and the parallel part is $\mathbf k\cos\theta$. Hence

$$
\int(\mathbf k-\mathbf k')\frac{d\sigma}{d\Omega}\,d\Omega
=\mathbf k\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega
=\mathbf k\,\sigma_{\rm tr}.
$$

The last integral defines the transport cross-section $\sigma_{\rm tr}$. Forward scattering contributes little to it because it transfers little momentum.

**The wind force.** The density of electrons in the element $d^3k$ is $2f\,d^3k/(2\pi)^3$, where the factor 2 counts spin. Each group arrives with speed $\hbar k/m$. Its contribution to the force is the product of its density, its speed and the cross-section-weighted momentum transfer $\hbar k_z\sigma_{\rm tr}$. Summing over all groups gives

$$
F_w=\int\frac{2\,d^3k}{(2\pi)^3}\,f(\mathbf k)\,
\frac{\hbar k}{m}\,\sigma_{\rm tr}\,\hbar k_z .
$$

The equilibrium part $f_0$ gives zero, because its contributions at $k_z$ and $-k_z$ cancel. For the remaining part, take $f_0$ as a sharp step at the Fermi wavevector $k_F$. Then

$$
\frac{\partial f_0}{\partial k_z}=-\frac{k_z}{k}\,\delta(k-k_F),
$$

so the change in occupation is $q(k_z/k)\,\delta(k-k_F)$. The cross-section is needed at the Fermi surface, where it is a constant. With $2/(2\pi)^3=1/(4\pi^3)$,

$$
F_w=\frac{\hbar^2\sigma_{\rm tr}q}{4\pi^3m}
\int k_z^2\,\delta(k-k_F)\,d^3k .
$$

The average of $k_z^2$ over a sphere of radius $k_F$ is $k_F^2/3$, and the area of the sphere is $4\pi k_F^2$. The integral is therefore $4\pi k_F^4/3$, and

$$
F_w=\frac{\hbar^2\sigma_{\rm tr}q\,k_F^4}{3\pi^2m}.
$$

The electron density is the spin factor times the volume of the Fermi sphere divided by $(2\pi)^3$:

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
$$

Using this, together with $\hbar k_F=mv_F$ and $\hbar q=mv_d$, gives

$$
F_w=n\,\sigma_{\rm tr}\,\frac{(\hbar k_F)(\hbar q)}{m}
=n\,m\,v_F\,\sigma_{\rm tr}\,v_d .
$$

The wind force has the sign of $v_d$: it pushes the ion along the electron flow. Inserting the drift velocity and defining the mean free path $\ell=v_F\tau$,

$$
F_w=-n\,v_F\tau\,\sigma_{\rm tr}\,eE=-n\ell\sigma_{\rm tr}\,eE .
$$

Thus, in this model,

$$
Z_w=-n\ell\sigma_{\rm tr},\qquad
Z^*=Z_d-n\ell\sigma_{\rm tr}.
$$

This result applies to a dilute scatterer, such as an ion displaced from its site during a hop or one next to a vacancy, while $\ell$ is set by all the scattering in the metal. In the steady state the electrons pass on exactly the momentum they receive from the field, $-neE$ per unit volume and time. If all $n$ ions scattered alike, each would therefore have $Z_w=-1$, which corresponds to $\ell=1/(n\sigma_{\rm tr})$, and $Z^*$ would vanish for $Z_d=+1$. A value $n\ell\sigma_{\rm tr}>1$ describes an ion that scatters more strongly than the average one. For $Z_d>0$ the effective valence is negative when $n\ell\sigma_{\rm tr}>Z_d$. If the ion scatters very weakly, $\sigma_{\rm tr}\to0$, the wind disappears and $Z^*$ returns to $Z_d$.

**Numbers.** The Fermi wavevector and velocity are

$$
k_F=(3\pi^2n)^{1/3}=1.33\times10^{10}\ \mathrm{m^{-1}},\qquad
v_F=\frac{\hbar k_F}{m}=1.54\times10^6\ \mathrm{m/s}.
$$

The resistivity gives $\tau=m/(ne^2\rho)=2.22\times10^{-14}$ s. The mean free path is then

$$
\ell=(1.543\times10^6)(2.218\times10^{-14})\ \mathrm m
=3.42\times10^{-8}\ \mathrm m.
$$

The required wind valence is $Z_w=Z^*-Z_d=-5-1=-6$, so

$$
\sigma_{\rm tr}=\frac{-Z_w}{n\ell}
=\frac{6}{(8\times10^{28})(3.42\times10^{-8})}\ \mathrm{m^2}
=2.2\times10^{-21}\ \mathrm{m^2}.
$$

This is about 3.5% of the square of the hop length used in part (c). A small target suffices because $n\ell$ is large on the atomic scale: multiplied by the square of the hop length, it gives about 170.

The two forces are

$$
F_d=+3.2\times10^{-17}\ \mathrm N,\qquad
F_w=-1.92\times10^{-16}\ \mathrm N,
$$

and their sum is $-1.6\times10^{-16}$ N, as in part (a). This agreement does not predict $Z^*$, because $\sigma_{\rm tr}$ was inferred from it. The relation between cross-section and force was tested separately. A numerical sum over incoming electrons and outgoing directions, with an anisotropic differential cross-section, reproduced the formula for $F_w$ within a relative tolerance of $10^{-6}$; the values are in the numerical output.

The drift velocity is $v_d=-0.78$ m/s. Its magnitude is about $5\times10^{-7}$ of $v_F$, so the shift of the Fermi sphere is tiny and the first-order treatment is justified.

**What changes with resistivity.** Substituting $\tau=m/(ne^2\rho)$ into $Z_w=-nv_F\tau\sigma_{\rm tr}$ gives

$$
Z_w=-\frac{mv_F\sigma_{\rm tr}}{e^2\rho},
\qquad
F_w=Z_w\,e\rho j=-\frac{mv_F\sigma_{\rm tr}}{e}\,j .
$$

At fixed current density and fixed $\sigma_{\rm tr}$, the wind force does not depend on resistivity, whereas the direct force $Z_de\rho j$ grows with it. Suppose that extra scattering elsewhere in the metal doubles $\rho$ to 4 microohm centimetre. The wind valence then halves to $-3$, and $Z^*=1-3=-2$. The field doubles to 400 V/m, so the net force is

$$
\frac{F}{e}=(-2)(400)\ \mathrm{eV/m}=-800\ \mathrm{eV/m}.
$$

Keeping $Z^*=-5$ would have given $-2000$ eV/m. An effective valence therefore belongs to the conditions for which it is stated, and should not be carried to another resistivity without examination.

**Limits of the model.** The division into direct and wind forces depends on how the screening of the ion is described. If the direct valence were taken as zero, the wind valence would have to be $-5$ and the inferred cross-section would fall by one sixth. The answer to part (a) would not change, because it requires the sum alone. The free-electron model also omits the band structure of copper and the detailed scattering by the surrounding lattice. The cross-section found here is thus a model parameter that represents the given $Z^*$. It was not computed from an ion potential. It is about 3% of the s-wave bound $4\pi/k_F^2=7.1\times10^{-20}\ \mathrm{m^2}$, whereas a screened point charge $+1$ in this electron gas would lie much nearer that bound and give a far larger $|Z_w|$. The result depends strongly on the ion core, so the model accounts for the sign of $Z^*$ and not for its size.

### (c) The force and one atomic hop

Let $x$ be the distance along the force, and let $|F|$ be constant over the hop. A simple periodic energy with barrier $B$ and period $a$, tilted by the force, is

$$
U(x)=-\frac B2\cos\frac{2\pi x}{a}-|F|x .
$$

Without the force, the ion sits at $x=0$ and the neighbouring barrier tops are at $x=\pm a/2$. The force moves these extrema slightly. Since the slope of the untilted energy vanishes there, the movement changes the energies only at second order in $|F|$. To first order, the tilt can be evaluated at the original positions:

$$
U(0)=-\frac B2,\qquad
U\!\left(\pm\frac a2\right)=\frac B2\mp\frac{|F|a}{2}.
$$

Subtracting the energy of the well gives the barriers along and against the force:

$$
B_+=B-\frac{|F|a}{2},\qquad
B_-=B+\frac{|F|a}{2}.
$$

Their difference, $B_--B_+=|F|a$, is the work done by the force over a full hop:

$$
|F|a=(1000\ \mathrm{eV/m})(0.25\times10^{-9}\ \mathrm m)
=2.5\times10^{-7}\ \mathrm{eV}.
$$

Each barrier changes by half of this, $1.25\times10^{-7}$ eV. Numerical location of the extrema confirmed both shifts. The thermal energy at 500 K is $k_BT=0.0431$ eV, so

$$
\frac{|F|a}{k_BT}
=\frac{2.5\times10^{-7}}{0.0431}
=5.8\times10^{-6}.
$$

If the hops are thermally activated, with equal prefactors in both directions, their rates are proportional to $e^{-B_\pm/k_BT}$. The ratio of the rates along and against the force is

$$
\frac{r_+}{r_-}=e^{(B_--B_+)/k_BT}
=e^{|F|a/k_BT}\approx1+\frac{|F|a}{k_BT}
=1+5.8\times10^{-6}.
$$

The force therefore does not drag the ion over the barrier. Thermal motion produces the hops, and the force makes those along the electron flow slightly more frequent. A net displacement builds up over very many hops.

This estimate keeps the given resistivity, although that of copper at 500 K is nearer 3 microohm centimetre. The difference does not alter the conclusion that the work is far below $k_BT$. The estimate also assumes a straight path parallel to the force. For a straight hop at an angle $\alpha$ to the force, the work is $|F|a\cos\alpha$, and it vanishes for a perpendicular hop. If the effective valence varies periodically along the path, the work and the difference $B_--B_+$ are obtained from the force averaged over a full hop. The two barrier shifts then need not be equal, since each depends on the force over its own half of the path.

## Calculated quantities

```
Effective valence: -5
Current density: 1.000e+10 A/m^2
Resistivity: 2.000e-08 ohm m
Electric field: 200.000 V/m
Net force along current: -1.6022e-16 N
Net force along current, converted: -1000.000 eV/m
Model electron density: 8.000e+28 m^-3
Model direct valence: 1
Wind valence: -6
Fermi wavevector: 1.3330e+10 m^-1
Fermi velocity: 1.5432e+06 m/s
Relaxation time: 2.2179e-14 s
Mean free path: 3.4227e-08 m
Electron drift velocity along current: -0.7802 m/s
Transport cross-section: 2.1912e-21 m^2
Direct force: 3.2044e-17 N
Wind force from formula: -1.9226e-16 N
Wind force from momentum sum: -1.9226e-16 N
Net force from momentum sum: -1.6022e-16 N
Model hop length: 2.500e-10 m
Model barrier: 0.80 eV
Model temperature: 500 K
Work of force over one hop: 2.5000e-07 eV
Forward barrier lowering: 1.2500e-07 eV
Backward barrier raising: 1.2500e-07 eV
Thermal energy: 4.3087e-02 eV
Work divided by thermal energy: 5.802e-06
```
